# Why hydrogen in a magnetic field keeps a real Hamiltonian matrix: a program that tests the result

```python
"""Hydrogen in a uniform magnetic field B along z (Hartree atomic units).

Result under test: A = (time reversal) x (mirror y -> -y) is antiunitary,
commutes with H(B) = p^2/2 - 1/r + (B/2) Lz + (B^2/8)(x^2+y^2), and has
A^2 = +1. Hence one basis independent of B makes H(B) real, inside each
block of fixed m (eigenvalue of Lz), also with spin and spin-orbit coupling.
F: electric field strength; q: strength of a potential q*x*y;
phi: azimuth of the electric field. Energies are in hartree.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, fine_structure
from scipy.linalg import eigh
from scipy.special import gamma

B, F, q = 0.05, 0.002, 0.001
tesla = physical_constants["atomic unit of mag. flux density"][0]
g_e = abs(physical_constants["electron g factor"][0])

# ---- Differential operators acting on a trial function without symmetry ----
x, y, z = sp.symbols("x y z", real=True)
b_sym = sp.Rational(3, 5)
radius = sp.sqrt(x**2 + y**2 + z**2)
trial = ((1 + 2*y + x*z + sp.I*(x + y*z + y**2))
         * sp.exp(-(x**2 + 2*y**2 + z**2 + x*y)/3))
point = {x: sp.Rational(2, 5), y: sp.Rational(7, 10), z: sp.Rational(-3, 10)}


def hamiltonian(f, vector_potential):
    total = -f/radius
    for coord, a in zip((x, y, z), vector_potential):
        once = -sp.I*sp.diff(f, coord) + a*f
        total += (-sp.I*sp.diff(once, coord) + a*once)/2
    return total


def conjugated(f):
    return f.xreplace({sp.I: -sp.I})


def mirrored(f):
    return f.subs(y, -y)


def both(f):
    return mirrored(conjugated(f))


def commutator_size(operation, potential):
    diff = (operation(hamiltonian(trial, potential))
            - hamiltonian(operation(trial), potential))
    return abs(complex(sp.N(diff.subs(point), 25)))


symmetric_gauge = (-b_sym*y/2, b_sym*x/2, sp.Integer(0))
landau_gauge = (-b_sym*y, sp.Integer(0), sp.Integer(0))
res_both = commutator_size(both, symmetric_gauge)
res_landau = commutator_size(both, landau_gauge)
res_time = commutator_size(conjugated, symmetric_gauge)
res_mirror = commutator_size(mirrored, symmetric_gauge)
assert res_both < 1e-12 and res_landau < 1e-12
assert res_time > 1e-3 and res_mirror > 1e-3
lz_trial = -sp.I*(x*sp.diff(trial, y) - y*sp.diff(trial, x))
expanded = (-sum(sp.diff(trial, c, 2) for c in (x, y, z))/2 - trial/radius
            + b_sym*lz_trial/2 + b_sym**2*(x**2 + y**2)*trial/8)
gap = hamiltonian(trial, symmetric_gauge) - expanded
assert abs(complex(sp.N(gap.subs(point), 25))) < 1e-12

# ---- Matrices over real harmonic polynomials times Gaussians ----
# Each polynomial is a dictionary {(power of x, of y, of z): coefficient}.
polys = [{(0, 0, 0): 1.0},
         {(1, 0, 0): 1.0}, {(0, 1, 0): 1.0}, {(0, 0, 1): 1.0},
         {(2, 0, 0): 0.5, (0, 2, 0): -0.5}, {(1, 1, 0): 1.0},
         {(1, 0, 1): 1.0}, {(0, 1, 1): 1.0},
         {(0, 0, 2): 2.0, (2, 0, 0): -1.0, (0, 2, 0): -1.0}]
exponents = 0.01*2.2**np.arange(16)
n_exp = len(exponents)
exp_sum = exponents[:, None] + exponents[None, :]


def inner(f, g, extra=(0, 0, 0), r_power=0):
    """Integral of f * monomial(extra) * r^r_power * g over all space."""
    out = np.zeros((n_exp, n_exp))
    for pf, cf in f.items():
        for pg, cg in g.items():
            powers = [i + j + k for i, j, k in zip(pf, pg, extra)]
            if any(p % 2 for p in powers):
                continue
            degree = sum(powers)
            angular = (2*np.prod([gamma((p + 1)/2) for p in powers])
                       / gamma((degree + 3)/2))
            s = (degree + 3 + r_power)/2
            out += cf*cg*angular*0.5*gamma(s)*exp_sum**(-s)
    return out


def kinetic(f, g):
    degree = sum(next(iter(g)))
    beta = exponents[None, :]
    return (-2*beta**2*inner(f, g, r_power=2)
            + beta*(2*degree + 3)*inner(f, g))


def r_cross_grad(g, axis):
    u, v = (axis + 1) % 3, (axis + 2) % 3
    out = {}
    for powers, coef in g.items():
        for up, down, sign in ((u, v, 1), (v, u, -1)):
            if powers[down]:
                new = list(powers)
                new[down] -= 1
                new[up] += 1
                key = tuple(new)
                out[key] = out.get(key, 0.0) + sign*coef*powers[down]
    return out


def assemble(element):
    return np.block([[element(f, g) for g in polys] for f in polys])


S = assemble(inner)
scale = 1/np.sqrt(np.diag(S))
weights = np.outer(scale, scale)


def operator(element):
    return assemble(element)*weights


S = S*weights
H0 = operator(lambda f, g: kinetic(f, g) - inner(f, g, r_power=-1))
assert np.max(abs(H0 - H0.T)) < 1e-9*np.max(abs(H0))
H0 = (H0 + H0.T)/2
Lz = -1j*operator(lambda f, g: inner(f, r_cross_grad(g, 2)))
rho2 = operator(lambda f, g: inner(f, g, (2, 0, 0)) + inner(f, g, (0, 2, 0)))
X = operator(lambda f, g: inner(f, g, (1, 0, 0)))
Y = operator(lambda f, g: inner(f, g, (0, 1, 0)))
Z = operator(lambda f, g: inner(f, g, (0, 0, 1)))
XY = operator(lambda f, g: inner(f, g, (1, 1, 0)))
H = H0 + B*Lz/2 + B**2*rho2/8


def imaginary_share(matrix):
    return np.max(abs(matrix.imag))/np.max(abs(matrix))


# Orbitals odd in y receive a factor i; the others are kept.
y_sign = np.repeat([(-1)**next(iter(f))[1] for f in polys], n_exp)
phase = np.where(y_sign > 0, 1, 1j)


def rephase(matrix, phases):
    return phases.conj()[:, None]*matrix*phases[None, :]


H_inv = rephase(H, phase)
assert np.max(abs(H.imag)) > 0.01
assert np.max(abs(H_inv.imag)) < 1e-12
tilted = rephase(H + F*(X + Z), phase)
assert np.max(abs(tilted.imag)) < 1e-12*np.max(abs(tilted))

# ---- Blocks of fixed m: real combinations of the rephased orbitals ----
m_values = [0, 1, -1, 0, 2, -2, 1, -1, 0]
combine = np.eye(9)
for a, b in ((1, 2), (4, 5), (6, 7)):
    combine[np.ix_([a, b], [a, b])] = np.array([[1, 1], [1, -1]])/np.sqrt(2)
C_m = np.kron(combine, np.eye(n_exp))
m_list = np.repeat(m_values, n_exp)
S_m = C_m.T @ rephase(S, phase).real @ C_m
L_m = C_m.T @ rephase(Lz, phase) @ C_m
H_m = C_m.T @ H_inv @ C_m
assert np.max(abs(L_m - S_m*m_list[None, :])) < 1e-10
different = m_list[:, None] != m_list[None, :]
assert np.max(abs(H_m[different])) < 1e-10*np.max(abs(H_m))
lowest, size = {}, {}
for m in (-2, -1, 0, 1, 2):
    pick = np.ix_(m_list == m, m_list == m)
    assert np.max(abs(H_m[pick].imag)) < 1e-12
    lowest[m] = eigh(H_m[pick].real, S_m[pick], eigvals_only=True)[0]
    size[m] = int(np.sum(m_list == m))
full_spectrum = eigh(H, S, eigvals_only=True)
assert abs(full_spectrum[0] - lowest[0]) < 1e-7
assert abs(lowest[1] - lowest[-1] - B) < 1e-7
assert abs(lowest[2] - lowest[-2] - 2*B) < 1e-7
E_free = eigh(H0, S, eigvals_only=True)[0]
shift = lowest[0] - E_free
assert abs(E_free + 0.5) < 1e-5
assert abs(shift/(B**2/4) - 1) < 0.01

# ---- Spin, spin Zeeman energy and spin-orbit coupling ----
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
one = np.eye(2)
soc = sum(np.kron(-1j*operator(
    lambda f, g, k=k: inner(f, r_cross_grad(g, k), r_power=-3)), s/2)
    for k, s in enumerate((sx, sy, sz)))*fine_structure**2/2
soc = (soc + soc.conj().T)/2
S_spin = np.kron(S, one)
H_spin0 = np.kron(H0, one) + soc
H_spin = np.kron(H, one) + g_e*B/4*np.kron(S, sz) + soc
U_time = np.kron(np.eye(len(S)), -1j*sy)
U_mirror = np.kron(np.diag(y_sign), -1j*sy)
U_both = U_time @ U_mirror.conj()
identity = np.eye(len(S_spin))
assert np.allclose(U_time @ U_time.conj(), -identity)
assert np.allclose(U_mirror @ U_mirror, -identity)
assert np.allclose(U_time @ U_mirror.conj(), U_mirror @ U_time)
assert np.allclose(U_both @ U_both.conj(), identity)


def change(u, matrix):
    return np.max(abs(u @ matrix @ u.conj().T - matrix))


assert np.max(abs(U_both @ H_spin.conj() @ U_both.conj().T - H_spin)) < 1e-10
assert np.max(abs(U_time @ H_spin.conj() @ U_time.conj().T - H_spin)) > 0.01
assert change(U_mirror, H_spin) > 0.01
assert imaginary_share(soc) > 0.1
spin_phase = np.repeat(phase, 2)
assert imaginary_share(rephase(soc, spin_phase)) < 1e-10
assert np.max(abs(rephase(H_spin, spin_phase).imag)) < 1e-10
pairs = eigh(H_spin0, S_spin, eigvals_only=True)[:10]
assert np.max(abs(pairs[0::2] - pairs[1::2])) < 1e-7
spin_levels = eigh(H_spin, S_spin, eigvals_only=True)[:2]
spin_split = spin_levels[1] - spin_levels[0]
assert abs(spin_split - g_e*B/2) < 1e-6

# ---- The n = 2 shell: 2s, 2px, 2py, 2pz ----
shell = np.zeros((len(S), 4))
for column, (poly, level) in enumerate(((0, 1), (1, 0), (2, 0), (3, 0))):
    part = slice(poly*n_exp, (poly + 1)*n_exp)
    vectors = eigh(H0[part, part], S[part, part])[1]
    shell[part, column] = vectors[:, level]
# One common radial function for the three p orbitals.
for poly in (2, 3):
    shell[poly*n_exp:(poly + 1)*n_exp, poly] = shell[n_exp:2*n_exp, 1]


def project(matrix):
    return shell.T @ matrix @ shell


H_shell = project(H)
element_real_orbitals = H_shell[1, 2]
element_invariant = 1j*H_shell[1, 2]
assert abs(element_real_orbitals + 0.5j*B) < 1e-8

# Invariant basis built from random vectors v + A v.
rng = np.random.default_rng(4)
H_tilt = project(H + F*(X + Z))
v = rng.normal(size=(4, 4)) + 1j*rng.normal(size=(4, 4))
w = v + np.diag([1, 1, -1, 1]) @ v.conj()
gram = w.conj().T @ w
assert np.max(abs(gram.imag)) < 1e-12
basis = w @ np.linalg.inv(np.linalg.cholesky(gram.real)).T
assert np.allclose(basis.conj().T @ basis, np.eye(4))
random_real = basis.conj().T @ H_tilt @ basis
random_plain = np.linalg.qr(v)[0]
random_complex = random_plain.conj().T @ H_tilt @ random_plain
assert np.max(abs(random_real.imag)) < 1e-10
assert np.max(abs(random_complex.imag)) > 1e-3

# Loop product in 2s, 2p+, 2p-: unchanged by rephasing the states.
circular = np.array([[1, 0, 0], [0, 1, 1], [0, 1j, -1j], [0, 0, 0]], complex)
circular[:, 1:] /= np.sqrt(2)
loops = {}
for degrees in (0.0, 22.5, 45.0):
    phi = np.radians(degrees)
    W = F*(np.cos(phi)*X + np.sin(phi)*Y) + q*XY
    h3 = circular.conj().T @ project(H + W) @ circular
    loops[degrees] = h3[0, 1]*h3[1, 2]*h3[2, 0]
    formula = -27j*q*F**2*np.exp(2j*phi)
    assert abs(loops[degrees] - formula) < 0.01*27*q*F**2
assert abs(loops[45.0].imag) < 1e-8*abs(loops[45.0])
dipole = abs(project(X)[0, 1])
quadrupole = project(XY)[1, 2]
assert abs(dipole - 3) < 0.01 and abs(quadrupole - 6) < 0.03

# ---- Output ----
print(f"Magnetic field B = {B:.3f} a.u. = {B*tesla:.1f} T")
print(f"Electric field F = {F:.4f} a.u.")
print(f"Quadrupole strength q = {q:.4f} a.u.")
print(f"Trial-function test field = {float(b_sym):.2f} a.u.")
print(f"Commutator, time reversal alone = {res_time:.4f} a.u.")
print(f"Commutator, mirror alone = {res_mirror:.4f} a.u.")
print(f"Commutator, product, symmetric gauge = {res_both:.1e} a.u.")
print(f"Commutator, product, Landau gauge = {res_landau:.1e} a.u.")
print(f"Gaussian exponents: {n_exp} from {exponents[0]:.3f} "
      f"to {exponents[-1]:.0f} bohr^-2")
print(f"Number of spatial basis functions = {len(S)}")
print(f"Largest imaginary element, real orbitals = "
      f"{np.max(abs(H.imag)):.5f} hartree")
print(f"Largest imaginary element, invariant basis = "
      f"{np.max(abs(H_inv.imag)):.1e} hartree")
print(f"<2px|H|2py>: real part {element_real_orbitals.real:.5f}, "
      f"imaginary part {element_real_orbitals.imag:.5f} hartree")
print(f"<2px|H|i 2py>: real part {element_invariant.real:.5f}, "
      f"imaginary part {abs(element_invariant.imag):.5f} hartree")
for m in (-2, -1, 0, 1, 2):
    print(f"Block m = {m:+d}: size {size[m]}, "
          f"lowest energy {lowest[m]:.5f} hartree")
print(f"E(m=+1) - E(m=-1) = {lowest[1]-lowest[-1]:.5f} hartree")
print(f"Ground energy at B = 0: {E_free:.6f} hartree")
print(f"Ground energy at B, no spin: {lowest[0]:.6f} hartree")
print(f"Ground shift = {shift*1e3:.4f} millihartree")
print(f"First-order shift B^2/4 = {B**2/4*1e3:.4f} millihartree")
print(f"Electron g factor (magnitude) = {g_e:.6f}")
print(f"Spin splitting of ground level = {spin_split:.6f} hartree")
print(f"Largest imaginary element, random basis = "
      f"{np.max(abs(random_complex.imag)):.4f} hartree")
print(f"Largest imaginary element, random invariant basis = "
      f"{np.max(abs(random_real.imag)):.1e} hartree")
print(f"|<2s|x|2px>| = {dipole:.4f} bohr")
print(f"<2px|xy|2py> = {quadrupole:.4f} bohr^2")
for degrees, loop in loops.items():
    print(f"Loop product at phi = {degrees:.1f} deg: "
          f"real {loop.real*1e9:.2f}, imag {loop.imag*1e9:.2f} "
          f"(1e-9 hartree^3)")
print(f"27 q F^2 = {27*q*F**2*1e9:.2f} (1e-9 hartree^3)")
print("verified")
```

Output:

```
Magnetic field B = 0.050 a.u. = 11752.6 T
Electric field F = 0.0020 a.u.
Quadrupole strength q = 0.0010 a.u.
Trial-function test field = 0.60 a.u.
Commutator, time reversal alone = 0.3234 a.u.
Commutator, mirror alone = 0.2433 a.u.
Commutator, product, symmetric gauge = 4.3e-140 a.u.
Commutator, product, Landau gauge = 4.7e-140 a.u.
Gaussian exponents: 16 from 0.010 to 1369 bohr^-2
Number of spatial basis functions = 144
Largest imaginary element, real orbitals = 0.05000 hartree
Largest imaginary element, invariant basis = 0.0e+00 hartree
<2px|H|2py>: real part 0.00000, imaginary part -0.02500 hartree
<2px|H|i 2py>: real part 0.02500, imaginary part 0.00000 hartree
Block m = -2: size 16, lowest energy -0.08158 hartree
Block m = -1: size 32, lowest energy -0.14302 hartree
Block m = +0: size 48, lowest energy -0.49938 hartree
Block m = +1: size 32, lowest energy -0.09302 hartree
Block m = +2: size 16, lowest energy 0.01842 hartree
E(m=+1) - E(m=-1) = 0.05000 hartree
Ground energy at B = 0: -0.500000 hartree
Ground energy at B, no spin: -0.499376 hartree
Ground shift = 0.6233 millihartree
First-order shift B^2/4 = 0.6250 millihartree
Electron g factor (magnitude) = 2.002319
Spin splitting of ground level = 0.050058 hartree
Largest imaginary element, random basis = 0.0128 hartree
Largest imaginary element, random invariant basis = 0.0e+00 hartree
|<2s|x|2px>| = 3.0001 bohr
<2px|xy|2py> = 6.0003 bohr^2
Loop product at phi = 0.0 deg: real 0.00, imag -108.01 (1e-9 hartree^3)
Loop product at phi = 22.5 deg: real 76.37, imag -76.37 (1e-9 hartree^3)
Loop product at phi = 45.0 deg: real 108.01, imag -0.00 (1e-9 hartree^3)
27 q F^2 = 108.00 (1e-9 hartree^3)
verified
```
